# Trace map, invariant and spectrum of a Fibonacci chain of delta scatterers

## Equal scatterers

Let a particle on a line meet identical scatterers at equal spacing, and let $M$ be the real transfer matrix of one cell, with $\det M=1$. Write $\tfrac12\operatorname{tr}M=\cos\varphi$. The eigenvalues of $M$ are $e^{\pm i\varphi}$, so half the trace over $L$ cells is $\cos L\varphi$.

Now look at this chain at the Fibonacci lengths $L_0=L_1=1$, $L_{n+1}=L_n+L_{n-1}$, and put $x_n=\cos L_n\varphi$. The identity $\cos(p+q)+\cos(p-q)=2\cos p\cos q$ with $p=L_n\varphi$, $q=L_{n-1}\varphi$ gives, because $L_n-L_{n-1}=L_{n-2}$,

$$x_{n+1}=2x_nx_{n-1}-x_{n-2}.$$

For energies in a band $\varphi$ is real and $|x_n|\le1$. In a gap $\varphi$ has an imaginary part $\kappa$ and $|x_n|=\cosh L_n\kappa$ grows without limit. The spectrum is thus the set of energies with bounded orbits. With two different scatterers in Fibonacci order the angle $\varphi$ is lost, but the recursion and this criterion survive.

## Model and cell matrix

Units are chosen so that $\hbar^2/2m=1$. The Hamiltonian is

$$H=-\frac{d^2}{dx^2}+\sum_j g_j\,\delta(x-ja),\qquad g_j\in\{g_A,g_B\},$$

with real $g_A\neq g_B$. The order of the scatterers follows the words

$$w_0=B,\quad w_1=A,\quad w_{n+1}=w_nw_{n-1},$$

read from left to right: $AB$, $ABA$, $ABAAB$, and so on. Word $w_n$ has $L_n$ letters. Each word from $w_1$ on begins the next, so the words define an infinite sequence, which fills the chain from $x=0$ to the right. Since $w_{2n+2}=w_{2n+1}w_{2n}$ ends with $w_{2n}$, the even words define in the same way a sequence that fills the left half.

Let $\Psi=(\psi,\psi')^T$ be taken just before a scatterer. The delta function leaves $\psi$ continuous and raises $\psi'$ by $g\psi$. Free flight over $a$ follows. With $E=k^2$, $c=\cos ka$ and $s=\sin(ka)/k$,

$$M=\begin{pmatrix}c&s\\-k^2s&c\end{pmatrix}\begin{pmatrix}1&0\\g&1\end{pmatrix}=\begin{pmatrix}c+gs&s\\gc-k^2s&c\end{pmatrix}.$$

Both factors have determinant 1, and

$$\tfrac12\operatorname{tr}M=\cos ka+\frac{g\sin ka}{2k}.$$

Both $c$ and $s$ are even in $k$, so they are real, smooth functions of $E$ for either sign of $E$. At $E=0$ one has $s=a$.

## The trace map

Let $M_n$ be the transfer matrix of $w_n$ and $x_n=\tfrac12\operatorname{tr}M_n$. Cells met later multiply from the left, so $w_{n+1}=w_nw_{n-1}$ means

$$M_{n+1}=M_{n-1}M_n.$$

Lowering the index by one gives $M_n=M_{n-2}M_{n-1}$, hence $M_{n-2}=M_nM_{n-1}^{-1}$. For a $2\times2$ matrix of determinant 1, the Cayley–Hamilton theorem $M^2-(\operatorname{tr}M)M+1=0$, multiplied by $M^{-1}$, reads $M^{-1}=\operatorname{tr}M-M$. Therefore

$$M_{n-2}=2x_{n-1}M_n-M_nM_{n-1}.$$

Take half the trace. The last product has the trace of $M_{n-1}M_n=M_{n+1}$, so $x_{n-2}=2x_{n-1}x_n-x_{n+1}$, or

$$\boxed{x_{n+1}=2x_nx_{n-1}-x_{n-2}}$$

This is the Kohmoto–Kadanoff–Tang map. It holds for any two unimodular cells.

The recursion can be started one step earlier. Define $M_{-1}$ by $M_1=M_{-1}M_0$. With $F$ for free flight and $D(g)$ for the kink, $D(g_A)D(g_B)^{-1}=D(g_A-g_B)$, and so

$$M_{-1}=M_AM_B^{-1}=F\,D(g_A-g_B)\,F^{-1},\qquad x_{-1}=1.$$

Here the equal spacing enters: both cells contain the same $F$. The starting data are $x_{-1}=1$, $x_0=c+g_Bs/2$ and $x_1=c+g_As/2$.

## The invariant

Define

$$I=x_{n+1}^2+x_n^2+x_{n-1}^2-2x_{n+1}x_nx_{n-1}-1.$$

To show that $I$ does not depend on $n$, write $(x_{n+1},x_n,x_{n-1})=(x,y,z)$. The next value is $2xy-z$, and the next $I$ is

$$\begin{aligned}
&(2xy-z)^2+x^2+y^2-2(2xy-z)xy-1\\
&=4x^2y^2-4xyz+z^2+x^2+y^2-4x^2y^2+2xyz-1\\
&=x^2+y^2+z^2-2xyz-1 .
\end{aligned}$$

This is the old $I$. Its value follows at $n=0$, where $x_{-1}=1$:

$$I=x_1^2+x_0^2+1-2x_1x_0-1=(x_1-x_0)^2=\left[\frac{(g_A-g_B)\sin ka}{2k}\right]^2 .$$

For $E>0$ it is at most $(g_A-g_B)^2/4E$, so at high energy it tends to zero, the value for equal scatterers.

The invariant is fixed by the trace of the commutator $M_AM_BM_A^{-1}M_B^{-1}$. Put $\alpha=\operatorname{tr}M_A$, $\beta=\operatorname{tr}M_B$, $t=\operatorname{tr}M_AM_B$. Replacing first $M_A^{-1}$ by $\alpha-M_A$ and then $M_B^{-1}$ by $\beta-M_B$,

$$\begin{aligned}
\operatorname{tr}(M_AM_BM_A^{-1}M_B^{-1})&=\alpha^2-\operatorname{tr}(M_AM_BM_AM_B^{-1})\\
&=\alpha^2-\beta\operatorname{tr}(M_A^2M_B)+\operatorname{tr}(M_AM_B)^2\\
&=\alpha^2-\beta(\alpha t-\beta)+t^2-2=4I+2 .
\end{aligned}$$

The last line uses $M_A^2=\alpha M_A-1$ and $\operatorname{tr}X^2=(\operatorname{tr}X)^2-2$; the final equality inserts $\alpha=2x_1$, $\beta=2x_0$, $t=2x_2$. Commuting cells give trace 2 and $I=0$. The converse fails in general: two upper triangular matrices give trace 2 without having to commute. In this model $I=0$ requires $s=0$, and then the cells do commute. This happens at $ka=m\pi$ with integer $m\ge1$, where $F=(-1)^m$ and both cells reduce to kinks. The state $\sin(m\pi x/a)$ then has a node at every scatterer and feels none of them.

## Periodic approximants

Repeat $w_n$ without end. A Bloch state satisfies $M_n\Psi=e^{i\theta}\Psi$ with real $\theta$. The other eigenvalue is $e^{-i\theta}$, since the determinant is 1, so $x_n(E)=\cos\theta$. The spectrum of this periodic chain is

$$\sigma_n=\{E:\ |x_n(E)|\le1\}.$$

It is a closed set, because $x_n(E)$ is continuous.

## Which orbits are bounded

**Escape.** Suppose that $|x_n|>1$ and $|x_{n+1}|>1$ for some $n\ge0$, and take the smallest such $n$. Then $|x_{n-1}|\le1$: for $n\ge1$ because $n$ is smallest, for $n=0$ because $x_{-1}=1$. With $p=|x_{n+1}x_n|>1$,

$$|x_{n+2}|\ge2p-|x_{n-1}|\ge2p-1>p .$$

So $|x_{n+2}|$ exceeds the product of the two moduli before it. This property is inherited. If $|x_m|>|x_{m-1}x_{m-2}|$ with both factors above 1 in modulus, then $|x_mx_{m-1}|>|x_{m-2}|$, and

$$|x_{m+1}|\ge2|x_mx_{m-1}|-|x_{m-2}|>|x_mx_{m-1}| .$$

Hence $\ln|x_{m+1}|>\ln|x_m|+\ln|x_{m-1}|$ with positive terms, and the logarithms grow at least as fast as a Fibonacci sequence. The orbit is unbounded, and no later $|x_m|$ returns to 1 or below. An energy outside $\sigma_n\cup\sigma_{n+1}$ is therefore outside $\sigma_{n+1}\cup\sigma_{n+2}$ too:

$$\sigma_{n+1}\cup\sigma_{n+2}\subset\sigma_n\cup\sigma_{n+1}.$$

**No escape.** Suppose that no such pair occurs, and let $|x_n|>1$. Both neighbours, $u=x_{n-1}$ and $v=x_{n+1}$, lie in $[-1,1]$. The invariant is a quadratic equation for $x_n$, namely $x_n^2-2uv\,x_n+u^2+v^2-1-I=0$, with the solutions

$$x_n=uv\pm\sqrt{I+(1-u^2)(1-v^2)} .$$

Put $|u|=\cos\mu$ and $|v|=\cos\nu$ with angles between 0 and $\pi/2$. Since $\sqrt{I+r^2}\le\sqrt I+r$ for $r\ge0$,

$$|x_n|\le\cos\mu\cos\nu+\sin\mu\sin\nu+\sqrt I=\cos(\mu-\nu)+\sqrt I\le1+\sqrt I .$$

Every orbit thus either escapes or stays within $1+\sqrt I$, and the set of energies with bounded orbits is

$$\mathcal B=\bigcap_{n\ge0}(\sigma_n\cup\sigma_{n+1}) .$$

## The spectrum is the set of bounded orbits

Two facts about the words are needed.

*Exchange.* The words $w_nw_{n-1}$ and $w_{n-1}w_n$ differ in their last two letters and nowhere else. For $n=1$ they are $AB$ and $BA$. For the next $n$ they are $w_{n+1}w_n=w_nw_{n-1}w_n$ and $w_nw_{n+1}=w_nw_nw_{n-1}$. Removing the common first $w_n$ leaves the previous pair.

*Repetition.* The right half of the chain begins with $w_{n+2}=w_nw_{n-1}w_n$. After the first $w_n$, the next $L_{n+1}-2$ letters agree with $w_nw_{n-1}$. If $L_{n-1}\ge2$, that is $n\ge3$, they include a full $w_n$. The right half therefore begins with $w_nw_n$.

It follows that every finite word of the chain occurs in $w_n$ for all large $n$. A word across the origin lies in some $w_{2m}w_{2m}$, which occurs in the right half and hence in all sufficiently long $w_n$.

**Every spectral energy has a bounded orbit.** Let $E$ be in the spectrum of $H$ and $\varepsilon>0$. There is a function $\phi$ with $\|(H-E)\phi\|<\varepsilon\|\phi\|$. It can be given finite support by a smooth cutoff $\chi(x/R)$: the extra terms contain $\chi'/R$ or $\chi''/R^2$ and vanish for large $R$, and the jump condition at each scatterer is preserved. The function then sees a finite word. For all large $n$ that word occurs in $w_n$, so $\phi$ can be shifted into the periodic chain with Hamiltonian $H_n$, where the same inequality holds. For a self-adjoint operator $\|(H_n-E)\phi\|$ is at least $\|\phi\|$ times the distance from $E$ to $\sigma_n$. That distance is therefore below $\varepsilon$.

For $n\ge m$ the nesting puts $\sigma_n$ inside $\sigma_m\cup\sigma_{m+1}$. So $E$ is closer than any $\varepsilon$ to this closed set and belongs to it. As $m$ is arbitrary, $E\in\mathcal B$.

**Every bounded orbit belongs to a spectral energy.** Let $E\in\mathcal B$ and let $\Psi\neq0$ be the value of any solution at $x=0$. For $n\ge3$ the first $2L_n$ cells have the matrix $M_n^2$, and Cayley–Hamilton gives $\Psi=2x_nM_n\Psi-M_n^2\Psi$. Taking norms,

$$\max\left(|M_n\Psi|,|M_n^2\Psi|\right)\ge\frac{|\Psi|}{1+2|x_n|}\ge\frac{|\Psi|}{3+2\sqrt I} .$$

This holds at distances that grow with $n$, so no solution tends to zero on the right.

If $E$ were outside the spectrum, such a solution would exist. Take a real $f$ supported in $[p,q]$ and the square-integrable $u=(H-E)^{-1}f$. Outside $[p,q]$ it solves the homogeneous equation. For any solution $v$ of that equation, integration by parts gives

$$\int_p^q vf\,dx=\big[v'u-vu'\big]_p^q ,$$

because the delta terms cancel. Suppose that $u$ vanishes to the right of $q$. The upper limit then gives nothing.

- If there is a nonzero solution $v_-$ that is square-integrable on the left, it is unique up to a factor, since two independent ones would both decay there and their constant Wronskian would be zero. So $u$ is a multiple of $v_-$ on the left, and the lower limit also gives zero for $v=v_-$. Choosing $f$ with $\int v_-f\,dx\neq0$ is a contradiction.
- If there is none, $u=0$ on the left, and any $v$ with $\int vf\,dx\ne0$ is a contradiction.

With a suitable $f$, then, $u$ is a nonzero square-integrable solution on the right. Its $\Psi$ tends to zero: within a cell $\int|\psi|^2dx$ is a positive definite quadratic form in $\Psi$ just after the kink, the same form in every cell, and there are just two kinks to undo. Continued back to $x=0$, this solution contradicts the inequality above. Hence

$$\boxed{\operatorname{spec}H=\mathcal B=\{E:\ \text{the orbit }x_n(E)\text{ is bounded}\}}$$

## Worked example

Take $a=1$, $g_A=1$, $g_B=3$, with energies in $\hbar^2/(2ma^2)$, up to $E=\pi^2=9.8696$. That energy is in the spectrum, since $I=0$ and $|x_n|=1$ there. The bands of the approximants were found by finite-element diagonalization of $H$, without transfer matrices. For 13 cells and $\theta=1$ rad, the trace map at these eigenvalues reproduces $\cos\theta$ to $1.5\times10^{-11}$. The full values are in the numerical output below.

**An orbit that stays bounded through $n=10$.** The centre of one band of $\sigma_{10}$ is $E=3.91263$. The map starts from $x_0=0.30023$ and $x_1=-0.16398$, so

$$I=(0.30023+0.16398)^2=0.2155,\qquad x_2=2(-0.16398)(0.30023)-1=-1.0985 .$$

This exceeds 1 in modulus, but its neighbours do not, and the bound $1+\sqrt I=1.464$ is respected. Later values come close to the pattern $0,0,C,0,0,-C$. The map reproduces this pattern: after $0,0,C$ it gives $0$, $0$ and $-C$. The invariant fixes $C^2-1=I$, so $C=\sqrt{1.2155}=1.1025$, which agrees with $|x_8|=1.1025$. Ten steps do not decide whether this energy belongs to the spectrum; they place it in the cover $\sigma_9\cup\sigma_{10}$.

**An orbit that escapes.** The widest gap of that cover runs from 4.7818 to 5.6419. At its centre, $E=5.21185$, the first values are $-0.1561$, $-0.4877$, $-0.8477$ and $0.9830$. Then

$$x_4=2(0.9830)(-0.8477)+0.4877=-1.179,$$

$$x_5=2(-1.179)(0.9830)+0.8477=-1.470 .$$

Two consecutive moduli exceed 1, and the energy is excluded at this point. By $n=10$ the half trace is $-20320$.

Once $|x_n|$ is large, the term $x_{n-2}$ is negligible, and $\ln2|x_{n+1}|\approx\ln2|x_n|+\ln2|x_{n-1}|$. This is the recursion of $L_n$, so $\ln(2|x_n|)/L_n$ settles to a growth rate per cell. It is 0.11919 for $n=9$ and 0.11924 for $n=10$. At this energy the amplitude falls by a factor $e$ over about $1/0.1192=8.4$ cells.

This reading was tested on the decaying solution itself. The chain agrees with the repeated $w_n$ over $L_n+(L_{n+1}-2)=L_{n+2}-2$ letters, so the decaying solution should start almost along the contracting eigenvector of $M_n$ and shrink over $L_n$ cells by

$$\frac1{|x_n|+\sqrt{x_n^2-1}} .$$

For $n=8$, with $|x_8|=28.917$, this is $1/57.817=0.01730$. The explicit product over 34 cells gives 0.01730 as well. For a bounded orbit at this energy the larger of $|M_n\Psi|$ and $|M_n^2\Psi|$, with $|\Psi|=1$, could not fall below $1/(3+2\sqrt I)=0.273$. The size after 34 cells lies far below this value, and the program checks that the size after 68 cells lies below it too.

**The covers.** The total width of $\sigma_n\cup\sigma_{n+1}$ in this range shrinks as follows.

| $n$ | total width | pieces |
|---:|---:|---:|
| 1 | 8.948 | 1 |
| 3 | 8.080 | 3 |
| 5 | 6.761 | 6 |
| 7 | 5.858 | 18 |
| 9 | 5.136 | 45 |

The covers for $n=0$ and $n=1$ have the same width, equal to that of $\sigma_1$ alone: here $\sigma_0$ and $\sigma_2$ both lie inside $\sigma_1$. The last cover starts at 1.3597, which is a lower bound for the spectrum. The widths are upper bounds for its total length; that this length is zero is neither proved here nor shown by the table.

The trace map on an energy grid of step $5\times10^{-4}$, which leaves the third decimal uncertain by one unit, also shows how far each cover reaches beyond the bands of $\sigma_{10}$. The largest distance found is 0.431 for $n=2$, 0.151 for $n=4$, 0.076 for $n=6$ and 0.022 for $n=8$. The first value is explained by the widest gap. Its centre has $|x_2|=0.848$ and so belongs to $\sigma_2$, although it lies at least half the gap width, 0.430, from $\sigma_{10}$.

## Using the criterion

For a given $E$, compute $x_{-1}=1$, $x_0$, $x_1$ and iterate. Stop at the first consecutive pair with both moduli above 1: apart from rounding, $E$ is then proved to lie outside the spectrum. A single modulus above 1 does not start the escape: in the first orbit $|x_2|>1$ is followed by $|x_3|=0.060$. If no pair has appeared up to $x_N$, then $E\in\sigma_{N-1}\cup\sigma_N$, which is an outer cover.

An error $\delta E$ changes $x_n$ by about $x_n'(E)\,\delta E$, and the slope is large where bands are narrow. Long orbits near a band edge therefore need more digits. An energy grid can also step over a narrow band, which diagonalization of the approximant does not.

For cells of unequal length, or scatterers of another shape, the map and the constancy of $I$ remain, but $x_{-1}=\tfrac12\operatorname{tr}M_AM_B^{-1}$ need not be 1. The closed form of $I$ then fails, and a pair above 1 is no longer sufficient by itself. The additional condition $|x_nx_{n+1}|>|x_{n-1}|$ restores the escape argument, since then $|x_{n+2}|\ge2|x_nx_{n+1}|-|x_{n-1}|>|x_nx_{n+1}|$.

## Table of computed values

```
Energies in hbar^2/(2 m a^2), strengths in hbar^2/(2 m a), a = 1
g_A = 1.0, g_B = 3.0
Bloch test, 13 cells, theta = 1.0 rad: max |x_6 - cos theta| = 1.5e-11
upper end of the range, pi^2 = 9.869604
n, L_n, width of sigma_n, width of sigma_n U sigma_(n+1), its pieces
 0   1 7.48962 8.94764 1
 1   1 8.94764 8.94764 1
 2   2 6.94134 8.55955 1
 3   3 6.77320 8.07981 3
 4   5 6.15308 7.12124 4
 5   8 5.77964 6.76053 6
 6  13 5.37913 6.23986 11
 7  21 5.05274 5.85836 18
 8  34 4.75474 5.44233 27
 9  55 4.49135 5.13570 45
10  89 4.25427
lowest energy of the last cover = 1.35973
widest gap of the last cover: 4.78182 to 5.64188
E_band = 3.91263484, I = 0.215487, 1 + sqrt(I) = 1.464206
E_gap = 5.21185322, I = 0.109939
n, x_n at E_band, x_n at E_gap
 0    0.30023      -0.156109
 1   -0.16398      -0.487679
 2   -1.09846      -0.847738
 3    0.06001       0.982957
 4    0.03214        -1.1789
 5    1.10232       -1.46988
 6    0.01084        2.48273
 7   -0.00824       -6.11972
 8   -1.10250       -28.9173
 9    0.00733        351.448
10   -0.00791       -20319.7
first n with |x_n|, |x_(n+1)| > 1 at E_gap: 4
ln(2|x_n|)/L_n at E_gap, n = 9 and 10: 0.119186, 0.119242 per a
largest |x_n|/(1 + sqrt(I)) over 89 band centres: 0.99947
smallest max(|M Psi|, |M^2 Psi|), |Psi| = 1, band centres: 0.2669
floor 1/(3 + 2 sqrt(I)) for a bounded orbit at E_gap: 0.2730
decaying solution at E_gap after 34 cells: 1.7296e-02, from x_8: 1.7296e-02
decaying solution at E_gap after 55 cells: 1.4227e-03, from x_9: 1.4227e-03
farthest point of cover 2 from sigma_10: 0.43094
farthest point of cover 4 from sigma_10: 0.15142
farthest point of cover 6 from sigma_10: 0.07602
farthest point of cover 8 from sigma_10: 0.02225
```
